# Constant-velocity drift and diffusion of copper ions into an empty dielectric

## The result

Ions enter a dielectric filling $x>0$ from a metal surface at $x=0$. They diffuse with constant diffusivity $D>0$ and drift with constant velocity $v$, positive away from the metal. The dielectric is empty at $t=0$, and the concentration at the surface is held at $C_0$ afterwards. The concentration is then

$$\frac{C(x,t)}{C_0}=\tfrac12\,\mathrm{erfc}(a)+\tfrac12\,e^{vx/D}\,\mathrm{erfc}(b),$$

$$a=\frac{x-vt}{2\sqrt{Dt}},\qquad b=\frac{x+vt}{2\sqrt{Dt}},$$

where $\mathrm{erfc}(z)=(2/\sqrt\pi)\int_z^\infty e^{-y^2}dy=1-\mathrm{erf}(z)$. The formula holds for either sign of $v$.

## The equation and its conditions

The flux is $J=vC-D\,C_x$, with subscripts denoting derivatives. Conservation of ions, $C_t=-J_x$, gives

$$C_t=D\,C_{xx}-v\,C_x,\qquad C(x,0)=0,\qquad C(0,t)=C_0 .$$

The ratio $v/D$ is fixed by equilibrium. In atomic units an ion of charge $Z$ in a uniform field $F$ has potential energy $-ZFx$, so its equilibrium profile is proportional to $e^{ZFx/k_BT}$. Zero flux requires $vC=D\,C_x$, hence

$$\frac vD=\frac{ZF}{k_BT}.$$

This assumes dilute ions and a field weak enough for a linear response.

Both derivations remove the drift term by writing a solution as $e^{\varphi}u$, with $\varphi=vx/2D-v^2t/4D$. Its derivatives are

$$(e^\varphi u)_t=e^\varphi\Big(u_t-\frac{v^2}{4D}u\Big),\qquad (e^\varphi u)_x=e^\varphi\Big(u_x+\frac{v}{2D}u\Big),$$

$$(e^\varphi u)_{xx}=e^\varphi\Big(u_{xx}+\frac vD u_x+\frac{v^2}{4D^2}u\Big).$$

In $D(\cdot)_{xx}-v(\cdot)_x$ the terms in $u_x$ cancel, and those in $u$ add to $v^2/4D-v^2/2D=-v^2/4D$. The same term stands on the left, so $u_t=D\,u_{xx}$.

A solution of this heat equation is the kernel

$$K(x,t)=\frac{e^{-x^2/4Dt}}{\sqrt{4\pi Dt}}.$$

Indeed $K_x=-(x/2Dt)K$ and $K_{xx}=(x^2/4D^2t^2-1/2Dt)K$, while $K_t=(x^2/4Dt^2-1/2t)K=DK_{xx}$. Its integral over $x$ is one, and it narrows to a point as $t\to0$.

## First derivation: the rate of filling

Consider $g=C_t$. The coefficients do not depend on time, so $g$ obeys the same equation as $C$. The surface concentration is constant for $t>0$, so $g(0,t)=0$. The dielectric starts empty, so $C=\int_0^t g\,ds$.

We therefore need a solution that vanishes at the surface and, as $t\to0$, at every $x>0$. The derivative $K_x$ solves the heat equation and has both properties. Multiplying it by $e^\varphi$ and absorbing constants into $A$ gives the candidate

$$g=A\,\frac{x}{t^{3/2}}\,e^{\varphi-x^2/4Dt}=A\,\frac{x}{t^{3/2}}\,e^{-a^2}.$$

The exponents combine because $x^2-2vxt+v^2t^2=(x-vt)^2$.

To integrate $g$ over time, note that

$$a_t=-\frac{x}{4\sqrt D\,t^{3/2}}-\frac{v}{4\sqrt{Dt}},\qquad b_t=-\frac{x}{4\sqrt D\,t^{3/2}}+\frac{v}{4\sqrt{Dt}},$$

and that $b^2-a^2=4xvt/4Dt=vx/D$, so $e^{vx/D}e^{-b^2}=e^{-a^2}$. Therefore

$$\frac{\partial}{\partial t}\Big[\mathrm{erfc}(a)+e^{vx/D}\mathrm{erfc}(b)\Big]=-\frac{2}{\sqrt\pi}e^{-a^2}(a_t+b_t)=\frac{x\,e^{-a^2}}{\sqrt{\pi D}\,t^{3/2}} .$$

This is $g/(A\sqrt{\pi D})$. For $x>0$ both $a$ and $b$ tend to $+\infty$ as $t\to0$, so the bracket starts from zero and

$$C=A\sqrt{\pi D}\,\Big[\mathrm{erfc}(a)+e^{vx/D}\mathrm{erfc}(b)\Big].$$

As $x\to0$, $a\to-\tau$ and $b\to\tau$, with $\tau=v\sqrt t/(2\sqrt D)$. Since $\mathrm{erfc}(-\tau)+\mathrm{erfc}(\tau)=2$, the surface condition requires $A=C_0/(2\sqrt{\pi D})$. This is the stated result.

The candidate does solve the original problem. At fixed $x>0$,

$$D\,C_{xx}-v\,C_x=\int_0^t(D\,g_{xx}-v\,g_x)\,ds=\int_0^t g_s\,ds=g=C_t,$$

because $g\to0$ as $t\to0$. The initial and surface values were imposed above.

## Second derivation: an image across the surface

A constant also solves the drift-diffusion equation. The deficit $W=C_0-C$ therefore obeys the same equation, with $W(0,t)=0$ and $W(x,0)=C_0$ for $x>0$.

Write $W=e^\varphi U$. Then $U$ obeys the heat equation, vanishes at $x=0$ and starts as $C_0e^{-vx/2D}$. Extend this initial function to $x<0$ as an odd function. Its evolution stays odd and so keeps $U(0,t)=0$. Spreading each initial point with the kernel gives

$$W=C_0\,e^{\varphi}\int_0^\infty\big[K(x-y,t)-K(x+y,t)\big]e^{-vy/2D}\,dy .$$

The integral converges for either sign of $v$, since the Gaussian outweighs the exponential.

In the first part the total exponent is

$$-\frac{(x-y)^2}{4Dt}+\frac{v(x-y)}{2D}-\frac{v^2t}{4D}=-\frac{(x-y-vt)^2}{4Dt}.$$

With $\eta=(y-x+vt)/(2\sqrt{Dt})$ the lower limit is $-a$, and this part contributes $\tfrac12\mathrm{erfc}(-a)$.

In the second part write $v(x-y)=2vx-v(x+y)$. The exponent becomes

$$-\frac{(x+y)^2}{4Dt}+\frac{v(x-y)}{2D}-\frac{v^2t}{4D}=\frac{vx}{D}-\frac{(x+y+vt)^2}{4Dt}.$$

With $\eta=(x+y+vt)/(2\sqrt{Dt})$ the lower limit is $b$, and the integral is $\tfrac12e^{vx/D}\mathrm{erfc}(b)$. Hence

$$\frac{W}{C_0}=\tfrac12\mathrm{erfc}(-a)-\tfrac12e^{vx/D}\mathrm{erfc}(b).$$

Using $C=C_0-W$ and $\mathrm{erfc}(-a)=2-\mathrm{erfc}(a)$ gives the same two terms. The term with $e^{vx/D}$ is the contribution of the image.

## What each derivation assumes

Both derivations, as written, use constant $D$ and $v$, a linear equation and a half-space. If $D$ and $v$ changed in time by a common factor, only the time scale would change. If $v$ changed with time at constant $D$, $\varphi_t$ would contain $x\,v_t/2D$, and $u$ would no longer obey the heat equation.

The first derivation uses an empty start and a step in surface concentration, and it requires an antiderivative to be recognised. It extends to a changing surface concentration $C_s(t)$. Let $\Phi=C/C_0$ be the step response. A changing surface value is a succession of small delayed steps, whose responses add:

$$C(x,t)=C_s(0)\,\Phi(x,t)+\int_0^t \frac{dC_s}{ds}\,\Phi(x,t-s)\,ds .$$

The second derivation uses a constant surface concentration, but the empty start is not essential. For an initial profile $C_i(y)$, the factor $C_0$ is replaced by $C_0-C_i(y)$ inside the integral. It can therefore be restarted when the field is switched to a new constant value.

A prescribed surface flux is a different boundary condition, and the formula for $C$ does not then apply. The flux $J=vC-D\,C_x$ nevertheless obeys the same equation as $C$ and starts from zero. If it is held at a constant $J_0$ at the surface, then $J=J_0\,\Phi(x,t)$, and $C$ follows by integrating $C_t=-J_x$ over time.

Each route constructs one solution, and both rely on there being no other. Consider solutions that are bounded, with $C_x$ and $C_{xx}$ bounded after any positive time. Let $w$ be the difference of two of them, and let $M=\int_0^\infty w^2e^{-\kappa x}dx$ with $\kappa>0$. Integration by parts has no boundary terms, since $w(0,t)=0$ and the weight vanishes at infinity. It gives

$$\frac{dM}{dt}=-2D\int_0^\infty w_x^2e^{-\kappa x}dx+(D\kappa^2-v\kappa)M\le(D\kappa^2-v\kappa)M .$$

Here $2\int ww_xe^{-\kappa x}dx=\kappa M$ was used. As $t\to0$, $w$ stays bounded and tends to zero at each $x>0$, so $M\to0$. The inequality limits $M$ to exponential growth from zero, so $M=0$ at all later times. The jump between $0$ and $C_0$ at the corner $x=t=0$ does no harm.

## Flux and uptake

Differentiating the result, again with $e^{vx/D}e^{-b^2}=e^{-a^2}$, gives

$$C_x=-\frac{C_0}{\sqrt{\pi Dt}}e^{-a^2}+\frac{C_0v}{2D}e^{vx/D}\mathrm{erfc}(b).$$

In $J=vC-D\,C_x$ the parts containing $\mathrm{erfc}(b)$ cancel, and the image term contributes only half of the Gaussian term:

$$J=\tfrac12C_0v\,\mathrm{erfc}(a)+C_0\sqrt{\frac{D}{\pi t}}\,e^{-a^2}.$$

The number of ions taken up per area is $N=\int_0^tJ(0,s)\,ds$. Put $p=v\sqrt s/(2\sqrt D)$, so that $ds=8Dp\,dp/v^2$ and $\sqrt{D/\pi s}=v/(2\sqrt\pi\,p)$:

$$\frac N{C_0}=\frac{4D}{v}\int_0^\tau\Big[p\,(1+\mathrm{erf}\,p)+\frac{e^{-p^2}}{\sqrt\pi}\Big]dp .$$

Integration by parts gives

$$\int_0^\tau p\,\mathrm{erf}\,p\,dp=\frac{\tau^2}{2}\mathrm{erf}\,\tau+\frac{\tau e^{-\tau^2}}{2\sqrt\pi}-\frac14\mathrm{erf}\,\tau,$$

and the last term of the integrand gives $\tfrac12\mathrm{erf}\,\tau$. Since $\tau^2=v^2t/4D$,

$$\frac N{C_0}=\frac{vt}{2}(1+\mathrm{erf}\,\tau)+\frac Dv\,\mathrm{erf}\,\tau+\sqrt{\frac{Dt}{\pi}}\,e^{-\tau^2}.$$

## Limiting cases

**No drift.** As $v\to0$ the two terms become equal, and $C=C_0\,\mathrm{erfc}(x/2\sqrt{Dt})$. In the uptake, $(D/v)\,\mathrm{erf}\,\tau\to\sqrt{Dt/\pi}$, so $N=2C_0\sqrt{Dt/\pi}$.

**Drift inward, late times.** For $v>0$ and $v^2t/D\gg1$, the uptake tends to $C_0(vt+D/v)$. The depth at which $C=C_0/2$ approaches $vt+D/v$, the same length as $N/C_0$. To see this, set $x=vt+\delta$ with $\delta$ fixed. The first term is approximately $\tfrac12-\delta/(2\sqrt{\pi Dt})$. For large $b$, substituting $y=b+z$ in the definition of erfc gives

$$e^{b^2}\mathrm{erfc}(b)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-2bz-z^2}dz\approx\frac1{\sqrt\pi\,b},$$

and $b\approx v\sqrt{t/D}$. The image term is then about $\sqrt D/(2v\sqrt{\pi t})$. The sum equals $\tfrac12$ when $\delta=D/v$.

**Drift outward.** For $v<0$ the ions are pulled back to the metal. At late times $a\to+\infty$ and $b\to-\infty$, so the first term vanishes and

$$C\to C_0\,e^{-|v|x/D}.$$

This is the equilibrium profile. Its content $C_0D/|v|$ agrees with the uptake formula as $\tau\to-\infty$.

For $v>0$ the image term multiplies a huge exponential by a tiny erfc. The form $\tfrac12e^{-a^2}\big[e^{b^2}\mathrm{erfc}(b)\big]$, with the bracket evaluated as one function, avoids overflow.

## Worked example

Take singly charged copper ions in a silicon-oxide interlayer dielectric without a barrier layer, stressed at 150 °C and 0.50 MV/cm, which is 0.050 V/nm. The rough inputs are $D=3.0\times10^{-19}$ cm²/s and $C_0=2.0\times10^{16}$ cm⁻³. With $k_BT=0.03646$ eV,

$$\frac Dv=\frac{0.03646\ \text{eV}}{0.050\ \text{eV/nm}}=0.729\ \text{nm},$$

$$v=\frac{3.0\times10^{-19}\ \text{cm}^2/\text{s}}{0.729\times10^{-7}\ \text{cm}}=4.11\times10^{-12}\ \text{cm/s}.$$

After 100 h, or $3.6\times10^5$ s, the drift distance is $vt=14.8$ nm and $\sqrt{Dt}=3.29$ nm. Thus $v^2t/D=(14.81/3.286)^2\approx20.3$, and drift dominates. The profile is:

| $x$ (nm) | first term | image term | $C/C_0$ |
|---|---|---|---|
| 0 | 0.999 | 0.001 | 1.000 |
| 10 | 0.850 | 0.042 | 0.892 |
| 15 | 0.484 | 0.061 | 0.544 |
| 20 | 0.132 | 0.028 | 0.160 |

The image term is negligible at the surface but not at the front. At $x=vt$ it is $0.061\,C_0$, about 11% of the local concentration. Without it the half-level would lie at 14.8 nm; with it the depth is 15.5 nm (155 Å). The late-time formula gives $14.81+0.73=15.54$ nm. The uptake is

$$N=2.0\times10^{16}\ \text{cm}^{-3}\times15.54\times10^{-7}\ \text{cm}=3.1\times10^{10}\ \text{cm}^{-2},$$

or 0.0050 µC/cm².

At earlier times the image term matters more. At $x=vt$ it is $0.167\,C_0$ after 10 h and $0.321\,C_0$ after 1 h. Both cases illustrate the formula rather than a real film. After 1 h, $\sqrt{Dt}=0.33$ nm is shorter than a rough hop length of 0.5 nm. After 10 h the half-level, at 2.0 nm, is still within reach of the image force discussed below.

The closed form was tested against a grid solution of the transport equation on 60 nm with a step of 0.1 nm, at 10 h and 100 h and for both directions of drift. The differences stayed below $6\times10^{-4}\,C_0$.

## Neglected effects and the real case

**Space charge.** In atomic units Gauss's law gives the field change $\delta F_x=4\pi ZC/\varepsilon_r$. At fixed voltage across a thickness $L$, $\int_0^L\delta F\,dx=0$, so

$$\delta F(0)=-\frac{4\pi Z}{\varepsilon_r}\int_0^LC\,\Big(1-\frac xL\Big)dx .$$

For $L=40$ nm and $\varepsilon_r=4.0$, the field at the copper falls by 2.2% after 100 h. For a given profile shape this loss is proportional to $C_0$. At $10^{18}$ cm⁻³, fifty times the value used, this fixed-shape estimate exceeds the applied field. The weakened field then slows the ions and changes the shape: with transport and Gauss's law solved together, the loss after 100 h is about 70% and the half-level lies near 8.6 nm. The constant-velocity model fails there.

**Nonlinear hopping.** Let hops of length $h$ occur at rates $\Gamma e^{\pm q}$ along and against the field, with $q=ZFh/2k_BT$. The mean displacement per time is $2h\Gamma\sinh q$, and the variance per time, $2D$, is $2h^2\Gamma\cosh q$. Relative to the weak-field values at the same $\Gamma$, $v$ is multiplied by $\sinh q/q=1.02$ and $D$ by $\cosh q=1.06$, for $h=0.5$ nm and $q=0.34$. These factors describe a moving front. The equilibrium profile is unchanged, since neighbouring sites differ by $e^{2q}$, so its decay length stays $h/2q=k_BT/Z|F|$.

**Image force.** Near the metal a singly charged ion has energy $-Fx-1/(4\varepsilon_rx)$ in atomic units. The maximum is at $x_m=1/(2\sqrt{\varepsilon_rF})$, where both terms equal $-Fx_m$, so the barrier is lowered by $2Fx_m$. Here $x_m=1.34$ nm and the lowering is 0.134 eV. If the ion's entry energy without the field is held fixed, the Boltzmann factor for reaching the maximum rises about 40 times relative to zero field. The supply rises less, because it also depends on how fast ions are carried across the maximum. Let $E(x)$ be the energy above and $C_{\rm ref}$ the zero-field equilibrium concentration far from the metal. The steady flux is $J=DC_{\rm ref}/\int_0^\infty e^{E/k_BT}dx$, and the plateau concentration $J/v$ is about $15\,C_{\rm ref}$ here. Hence $C_0$ is an effective, field-dependent concentration, the plateau reached well beyond this region. Ions also need a time of order $x_m^2/D\approx17$ h to diffuse across it, so holding $C_0$ constant from $t=0$ is an approximation. The offset $D/v=0.73$ nm is shorter than $x_m$, so it belongs to the model and should not be read as a measurable shift in a film.

**Counter-electrode.** At 40 nm the half-space solution gives $4\times10^{-8}\,C_0$ after 100 h, so the far electrode has hardly been reached.

**The real case.** The temperature and field are those of an accelerated test, and the field is about 6% of a rough oxide breakdown field of 8 MV/cm. Production interconnects normally place a barrier between copper and dielectric, which breaks the assumption of a free supply at $x=0$; the result then does not apply unless the barrier has failed. The diffusivity depends strongly on the film and its moisture. At fixed field and temperature $v\propto D$, so a tenfold error in $D$ moves the drift time tenfold. The uptake corresponds to a mean lateral spacing of $(3.1\times10^{10}\ \text{cm}^{-2})^{-1/2}\approx57$ nm between ions, so $C$ is an average over a large area, and the local field of single ions is not described.

The drift time $L/v$ over 40 nm is 270 h under stress. At 105 °C and 0.2 MV/cm, with a rough activation energy of 1.0 eV for $D$, it is about $1.6\times10^4$ h. This is a scaling within the model and not a device lifetime, which also depends on the barrier and on how the dielectric fails. The remaining values are in the numerical output below.

## Calculated quantities

```
temperature: 423.15 K
thermal energy kT: 0.03646 eV
applied field: 0.50 MV/cm
diffusivity D (rough): 3.0e-19 cm2/s
surface concentration C0 (rough): 2.0e+16 cm^-3
relative permittivity (rough): 4.0
mobility D/(kT/e): 8.227e-18 cm2/Vs
drift velocity v: 4.114e-12 cm/s
length D/v: 0.7293 nm
time D/v^2: 4.925 h
largest grid-formula difference: 5.7e-04 C0
--- after 1 h ---
v^2 t/D: 0.203
drift distance vt: 0.148 nm
diffusion length sqrt(Dt): 0.329 nm
depth where C = C0/2: 0.400 nm
uptake N/C0: 0.451 nm
at x = vt: terms 0.5000 + 0.3210 = 0.8210 C0
--- after 10 h ---
v^2 t/D: 2.031
drift distance vt: 1.481 nm
diffusion length sqrt(Dt): 1.039 nm
depth where C = C0/2: 2.002 nm
uptake N/C0: 2.102 nm
at x = vt: terms 0.5000 + 0.1671 = 0.6671 C0
--- after 100 h ---
v^2 t/D: 20.306
drift distance vt: 14.809 nm
diffusion length sqrt(Dt): 3.286 nm
depth where C = C0/2: 15.501 nm
uptake N/C0: 15.538 nm
at x = vt: terms 0.5000 + 0.0612 = 0.5612 C0
--- profile after 100 h: x, first, second, sum (C0) ---
x =  0.0 nm: 0.99928 0.00072 1.00000
x =  5.0 nm: 0.98260 0.00961 0.99221
x = 10.0 nm: 0.84960 0.04236 0.89196
x = 15.0 nm: 0.48361 0.06074 0.54435
x = 20.0 nm: 0.13201 0.02806 0.16008
x = 25.0 nm: 0.01416 0.00415 0.01832
half-level depth, 100 h: 155.0 angstrom
ions taken up, 100 h: 3.108e+10 cm^-2
charge taken up, 100 h: 0.00498 uC/cm2
--- neglected effects ---
space charge, field loss at copper: 2.22 %
space charge, field gain at far side: 0.59 %
hop length (rough): 0.5 nm
nonlinear hopping, v times 1.0197, D times 1.0593
image force, energy maximum at: 1.342 nm
image force, barrier lowering: 0.1342 eV
image force, exp(lowering/kT): 39.6
C at counter-electrode, 40 nm: 4.4e-08 C0
field / rough breakdown field: 0.0625
use: 378.15 K, 0.2 MV/cm, Ea 1.0 eV
drift time over spacing, stress: 270 h
drift time over spacing, use: 15774 h
```
